# The Davis-Kahan sin theta theorem for Ritz subspaces, part 1

(Sections cited here and not found follow in the second part.)

## From the residual to the bound in the Frobenius norm

Suppose that a Hermitian matrix $A$, with the dimension of an energy, is replaced by $sA+c$, where $s$ is a positive number and $c$ a constant energy. Its eigenvectors do not change, and neither does the angle between a trial subspace and a subspace of eigenvectors. It is therefore enough to look for a bound that is unchanged too: a bound that moves with $s$ or $c$ holds for every choice of them, and its smallest value over all choices does not move. The residual of the trial subspace, defined below, is multiplied by $s$ and is not affected by $c$. To become a bound on an angle it has to be divided by another quantity that scales with $s$ and ignores $c$. The norm of $A$ is excluded, because it changes with the zero of energy. A difference of energies is allowed.

This argument leaves open which difference enters and with what power. First-order perturbation theory suggests the answer: an unwanted state enters with an amplitude equal to a coupling divided by an energy difference, and the smallest difference is the most dangerous one. The expected form is

$$
\text{sine of the angle}\;\le\;\frac{\text{size of the residual}}{\text{gap}} .
$$

A second symmetry restricts the meaning of "size". Neither a unitary change of basis in the whole space nor a change of basis inside the trial subspace can matter, so sizes must be measured by norms that are unchanged by unitary factors on the left and on the right. It remains to prove the inequality, and to find out for which norms and which arrangements of levels it is true.

Let $A$ be an $n\times n$ Hermitian matrix. Its orthonormal eigenvectors are divided into two groups, the $k$ wanted ones, which form the columns of $X_1$, and the $n-k$ unwanted ones, which form the columns of $X_2$. Then

$$
AX_2=X_2\Lambda_2,\qquad X_1X_1^\dagger+X_2X_2^\dagger=I, \tag{1}
$$

where $\Lambda_2$ is the diagonal matrix of the unwanted eigenvalues $\lambda_j$. The wanted levels may be the lowest ones, but nothing so far requires it. The trial subspace has the same dimension $k$ and is spanned by the orthonormal columns of an $n\times k$ matrix $Q$, so that $Q^\dagger Q=I$. The Rayleigh-Ritz procedure projects $A$ onto this subspace:

$$
H=Q^\dagger AQ,\qquad R=AQ-QH. \tag{2}
$$

The eigenvalues $\theta_i$ of the $k\times k$ Hermitian matrix $H$ are the Ritz values, and $R$ is the residual. If $R=0$, then $AQ=QH$. The matrix $A$ then maps the trial subspace into itself, and the subspace is spanned by eigenvectors of $A$. In general $R$ is the part of $AQ$ that leaves the trial subspace, because

$$
Q^\dagger R=Q^\dagger AQ-Q^\dagger Q\,H=H-H=0. \tag{3}
$$

The residual also measures how far $A$ is from a matrix for which the trial subspace would be invariant. Put $E=RQ^\dagger+QR^\dagger$, which is Hermitian. By (3), $R^\dagger Q=0$, and therefore

$$
(A-E)Q=AQ-RQ^\dagger Q-QR^\dagger Q=AQ-R=QH .
$$

The columns of $Q$ span an invariant subspace of $A-E$. In the square of $E$ the terms that contain $Q^\dagger R$ or $R^\dagger Q$ vanish, which leaves

$$
E^2=RR^\dagger+QR^\dagger RQ^\dagger .
$$

The two terms act on orthogonal subspaces, and each has the largest eigenvalue $\|R\|_2^2$. Hence $\|E\|_2=\|R\|_2$, where the spectral norm $\|\cdot\|_2$ is the largest singular value. A small residual thus means that the trial subspace solves a nearby eigenvalue problem without error. Whether it is also close to the wanted subspace of the original problem depends on how strongly eigenvectors respond to a perturbation, and this is where the gap enters.

Besides the spectral norm, the Frobenius norm $\|B\|_F=(\sum_{ij}|b_{ij}|^2)^{1/2}$ will be used. Both are unitarily invariant: $\|UBV\|=\|B\|$ for unitary $U$ and $V$. By the singular value decomposition, such a norm depends on the singular values alone. Matrices of different shapes are compared by filling them up with zero rows and columns to the size $n\times n$, which adds only zero singular values. The symbol $\|\cdot\|$ without an index stands for any unitarily invariant norm.

One property of these norms carries much of the proof:

$$
\|BCD\|\le\|B\|_2\,\|C\|\,\|D\|_2 . \tag{4}
$$

To show it, take first a square matrix $B$ with $\|B\|_2\le1$. Its singular values lie between 0 and 1 and can be written as $\cos\alpha_i$, so that $B=U\,\mathrm{diag}(\cos\alpha_i)\,V^\dagger$ with unitary $U$ and $V$. Since $\cos\alpha_i=\tfrac12(e^{i\alpha_i}+e^{-i\alpha_i})$,

$$
B=\tfrac12(W_++W_-),\qquad W_\pm=U\,\mathrm{diag}(e^{\pm i\alpha_i})\,V^\dagger ,
$$

and both $W_\pm$ are unitary. The triangle inequality gives $\|BC\|\le\tfrac12\|W_+C\|+\tfrac12\|W_-C\|=\|C\|$. For a general nonzero $B$ this result is applied to $B/\|B\|_2$, and a factor on the right is treated in the same way.

A first use of (4) shows what is special about the choice $H=Q^\dagger AQ$. For any $k\times k$ matrix $K$ one has $AQ-QK=R+Q(H-K)$. The projector $I-QQ^\dagger$ removes the second term and, by (3), leaves $R$ unchanged. Hence

$$
R=(I-QQ^\dagger)(AQ-QK),\qquad \|R\|\le\|AQ-QK\| , \tag{5}
$$

because a projector has a spectral norm of at most 1. For a given subspace, no other matrix $K$ leaves a smaller residual.

The next step is to define the angle between two $k$-dimensional subspaces. There are $k$ of them, the principal angles $\Theta_i$ between 0 and $\pi/2$. Their cosines are the singular values of the overlap matrix $C=X_1^\dagger Q$, which do not exceed 1, since (4) gives $\|C\|_2\le\|X_1^\dagger\|_2\|Q\|_2=1$. Let

$$
S=X_2^\dagger Q \tag{6}
$$

be the overlaps with the unwanted eigenvectors. If the completeness relation in (1) is placed between $Q^\dagger$ and $Q$, the result is

$$
I=Q^\dagger X_1X_1^\dagger Q+Q^\dagger X_2X_2^\dagger Q=C^\dagger C+S^\dagger S . \tag{7}
$$

The eigenvalues of $C^\dagger C$ are $\cos^2\Theta_i$, so those of $S^\dagger S=I-C^\dagger C$ are $1-\cos^2\Theta_i=\sin^2\Theta_i$. The nonzero singular values of $S$ are therefore the nonzero sines, and $\|S\|=\|\sin\Theta\|$ in every unitarily invariant norm, where $\sin\Theta$ denotes the diagonal matrix of the sines.

The spectral norm has a direct geometrical meaning. A unit vector of the trial subspace has the form $Qa$ with $a^\dagger a=1$. Its component outside the wanted subspace is $X_2X_2^\dagger Qa=X_2Sa$, which has the length $|Sa|$. The largest value of this length is $\|S\|_2$. The largest sine is thus the greatest distance of a unit vector in the trial subspace from the wanted subspace. The Frobenius norm adds the squares of all $k$ sines, so that $\|S\|_F^2$ is the total weight of the trial basis on unwanted states.

The quantity to be bounded is now $S$, and the known quantities are $R$ and the levels. To connect them, write (2) as $AQ=QH+R$ and multiply it from the left by $X_2^\dagger$. Because $A$ is Hermitian and $\Lambda_2$ is real, the adjoint of (1) is $X_2^\dagger A=\Lambda_2X_2^\dagger$. The left side becomes $\Lambda_2X_2^\dagger Q=\Lambda_2S$, the first term on the right becomes $SH$, and the result is

$$
\Lambda_2S-SH=Y,\qquad Y=X_2^\dagger R . \tag{8}
$$

This is a Sylvester equation, a linear equation for a matrix that is multiplied from the left by one known matrix and from the right by another. No approximation has been made. The right side is controlled by the residual, since (4) gives $\|Y\|\le\|X_2^\dagger\|_2\|R\|\le\|R\|$. What remains is to show that the linear map $S\mapsto\Lambda_2S-SH$ cannot turn a large $S$ into a small $Y$.

The map becomes transparent in the eigenbasis of $H$. Let $H=U\,\mathrm{diag}(\theta_i)\,U^\dagger$ with unitary $U$. The columns of $QU$ are the Ritz vectors. Multiply (8) from the right by $U$ and write $s_{ji}$ and $y_{ji}$ for the elements of $SU$ and $YU$. Since $HU=U\,\mathrm{diag}(\theta_i)$, the equation separates into

$$
(\lambda_j-\theta_i)\,s_{ji}=y_{ji} . \tag{9}
$$

Here $s_{ji}$ is the amplitude of the unwanted eigenvector $j$ in the Ritz vector $i$, and $y_{ji}$ is the component of that Ritz vector's residual along the same eigenvector. Equation (9) has the form of first-order perturbation theory, a coupling divided by an energy difference. It is nevertheless an identity, because $\lambda_j$ is an eigenvalue of the full matrix and $\theta_i$ is the Ritz value itself.

Let $\delta$ be the smallest distance between the two sets of levels,

$$
\delta=\min_{i,j}|\lambda_j-\theta_i| , \tag{10}
$$

and assume that $\delta>0$. Taking the squared modulus of (9) and summing over all elements gives

$$
\|Y\|_F^2=\sum_{ij}(\lambda_j-\theta_i)^2|s_{ji}|^2\;\ge\;\delta^2\sum_{ij}|s_{ji}|^2=\delta^2\|S\|_F^2 . \tag{11}
$$

The factor $U$ has not changed the norms. Together with $\|Y\|_F\le\|R\|_F$ this proves the first form of the theorem:

$$
\|\sin\Theta\|_F\le\frac{\|R\|_F}{\delta} . \tag{12}
$$

Nothing was assumed about the order of the levels. Unwanted levels may lie below, above and between the Ritz values, provided that none coincides with a Ritz value.

A bound on the largest sine follows at once. The largest singular value of $S$ is at most the root of the sum of all the squares, and $R$ has at most $k$ nonzero singular values, none larger than $\|R\|_2$. Hence

$$
\|\sin\Theta\|_2\le\|\sin\Theta\|_F\le\frac{\|R\|_F}{\delta}\le\sqrt{k}\,\frac{\|R\|_2}{\delta} . \tag{13}
$$

The factor $\sqrt k$ is a nuisance for large subspaces. It can be replaced by 1 when the levels are suitably arranged, but not for every arrangement. A deeper result, not proved here, states that the constant $\pi/2$, which does not depend on $k$, suffices for any arrangement.

For $k=1$ the factor is 1, and a two-level system shows how good the bound is. Let $A=\mathrm{diag}(0,\Delta)$ with $\Delta>0$, let the lower state be the wanted one, and let the trial vector be $q=(\cos\varphi,\sin\varphi)^T$ with $0<\varphi<\pi/2$. The Ritz value is $\theta=\Delta\sin^2\varphi$. The residual has the components $-\Delta\sin^2\varphi\cos\varphi$ and $\Delta\sin\varphi-\Delta\sin^3\varphi=\Delta\sin\varphi\cos^2\varphi$, so that

$$
R=\Delta\sin\varphi\cos\varphi\begin{pmatrix}-\sin\varphi\\ \cos\varphi\end{pmatrix},\qquad \|R\|=\Delta\sin\varphi\cos\varphi .
$$

The gap is $\delta=\Delta-\theta=\Delta\cos^2\varphi$, and the bound is

$$
\frac{\|R\|}{\delta}=\frac{\Delta\sin\varphi\cos\varphi}{\Delta\cos^2\varphi}=\tan\varphi . \tag{14}
$$

The true value is $\sin\varphi$. The ratio of the true value to the bound is $\cos\varphi$, which tends to 1 for small angles. No constant smaller than 1 could therefore stand in front of $\|R\|/\delta$.

The opposite limit shows what a residual cannot tell. As $\varphi$ approaches $\pi/2$, the trial vector turns into the unwanted eigenvector and the residual tends to zero, although the sine tends to 1. The theorem is not violated, because the gap closes faster than the residual and the bound diverges. In this two-level system a residual small compared with $\Delta$ means that $\sin\varphi\cos\varphi$ is small, so that the trial vector is close to one of the two eigenvectors. The gap supplies the information that it is the wanted one.

For any arrangement of the levels with $\delta>0$, the sines of the principal angles are now bounded in the Frobenius norm by $\|R\|_F/\delta$, and the largest sine by $\sqrt k\,\|R\|_2/\delta$. It remains to show for which arrangements the factor $\sqrt k$ can be replaced by 1, how this fails for others, and how the bound performs in an actual calculation, where the unwanted levels are not known.
